Idle times and waiting times of electrons in a biased channel

**1. Two electrons and one detector**

Two electrons pass a detector in orthonormal orbitals φ₁(t) and φ₂(t), where t is the arrival time. Each electron meets a barrier first, is transmitted to the detector with probability T, and is otherwise reflected. We ask for the probability that nothing is counted between 0 and τ.

Let P project a one-electron state onto "transmitted, arriving in [0,τ]". Its matrix elements between the two states are T A_mn, with

A_mn = ∫₀^τ φ_m*(t) φ_n(t) dt.

No count means that both electrons are in the range of Q = 1 − P. For the antisymmetric state (φ₁φ₂ − φ₂φ₁)/√2, the direct and exchange terms give

Π = Q₁₁Q₂₂ − Q₁₂Q₂₁ = (1 − TA₁₁)(1 − TA₂₂) − T²|A₁₂|².

Independent particles would give the product alone. Exchange lowers the idle probability: electrons that avoid each other leave fewer long gaps. The result is the 2×2 determinant det(1 − TA).

**2. The biased channel**

The channel is spin-resolved and non-interacting, at zero temperature, with linear dispersion, so a wave packet keeps its shape and position translates into arrival time. The right reservoir is filled up to energy 0, the left one up to eV > 0. The transmission T does not depend on energy in this window.

Below energy 0 both reservoirs are full, so the outgoing lead carries a filled sea that a time-resolved detector would also count. We therefore place an ideal filter before the detector. It passes energies above 0 and supplies empty modes below. "Count" means a count after this filter.

Take N electrons in a beam of period Θ = Nh/(eV), with energies E_n = nh/Θ, n = 0,…,N−1. These fill the window with spacing eV/N. The orbitals are

φ_n(t) = Θ^(−1/2) exp(−iE_n t/ħ).

The N-electron state is (1/√N!) Σ_σ sgn(σ) φ_σ(1)…φ_σ(N). Its expectation value of Q for every electron is

Π = (1/N!) Σ_σ Σ_σ' sgn(σ) sgn(σ') ∏_i Q_{σ(i)σ'(i)} = det Q = det(1 − TA).

For each σ, the sum over σ' gives the same determinant, and the N! choices cancel the prefactor.

**3. From energies to times: the Fredholm determinant**

Define B, which turns coefficients c_n into the function Σ_n c_n φ_n(t) on [0,τ]. Then A = B†B. The operator BB† has the same nonzero eigenvalues, so det(1 − TA) = det(1 − TBB†). Its kernel is Σ_n φ_n(t)φ_n*(t'). Since 1/Θ is the energy spacing divided by h, the limit N → ∞ gives

(1/h) ∫₀^{eV} dE exp[−iE(t−t')/ħ]
= exp[−ieV(t−t')/2ħ] · sin[eV(t−t')/2ħ] / [π(t−t')].

The phase factor has the form g(t)g*(t') with |g| = 1. It is a unitary change of basis and drops out of the determinant. With x = eVt/h and s = eVτ/h,

Π(τ) = det(1 − TK), K(x,y) = k(x−y) on [0,s], k(x) = sin(πx)/(πx).

This Fredholm determinant is the product ∏_j(1 − Tλ_j) over the eigenvalues λ_j of K, or equivalently

Π = Σ_n [(−T)ⁿ/n!] ∫ dx₁…dx_n det[K(x_i,x_j)].

For a positive matrix the determinant is at most the product of the diagonal elements, here 1. The nth term is thus at most (Ts)ⁿ/n! in size, and the same bound at finite N justifies taking the limit term by term.

Two facts about K will be used. First, Σ_jλ_j = ∫₀^s K(x,x)dx = s. Second, for f supported on [0,s], ⟨f,Kf⟩ is the weight of its Fourier transform in a band of unit width, so 0 ≤ λ_j ≤ 1. The value 1 is excluded at finite s, because the transform of a nonzero function of finite support is analytic and cannot vanish outside a band.

The filter matters. A sea of depth D is fully occupied and adds a kernel K_D with transmission 1, the same energy integral taken over [−D,0]. The two bands have different centres, so their phase factors differ and cannot both be removed; in this paragraph K and K_D keep them. Since 1 − K_D − TK ≤ 1 − K_D as operators, the unfiltered idle probability is at most det(1 − K_D) ≤ exp(−Dτ/h), which vanishes for a deep sea. At T = 0.05 and s = 1 the filtered value is 0.950; sea depths of 1, 2 and 3 times eV reduce it to 0.16, 3.2×10⁻³ and 6.0×10⁻⁶.

**4. From idle time to waiting time**

An idle interval starts at an arbitrary moment. A waiting time starts at a count. To connect them, divide time into bins of width Δ and let E(m) be the probability that m successive bins are empty. Require bins 1 to m−1 to be empty and bins 0 and m to be occupied. From E(m−1) subtract the cases where bin 0 is empty, then those where bin m is empty, and restore the cases subtracted twice:

P(0 and m occupied, none between) = E(m−1) − 2E(m) + E(m+1).

Dividing by Δ² and letting Δ → 0 gives d²Π/dτ². This is the joint density of a count at 0, a count at τ and none between. The condition that a count occurred at 0 requires division by the count rate γ = −Π'(0) = TeV/h:

W(τ) = (1/γ) d²Π/dτ².

The probability that a waiting time exceeds τ is

G(τ) = ∫_τ^∞ W dτ' = −(1/γ) dΠ/dτ.

At τ = 0 this equals 1. Each factor 1 − Tλ_j is at most e^{−Tλ_j}, so Π ≤ e^{−Ts} = e^{−γτ}. Since W ≥ 0, Π is convex, so |Π'(τ)| ≤ (2/τ)Π(τ/2), and both Π and Π' fall faster than any power of τ. Integration by parts then gives ⟨τ⟩ = (1/γ)∫₀^∞ τΠ'' dτ = Π(0)/γ = h/(eVT). A second use gives ⟨τ²⟩ = (2/γ)∫₀^∞ Π dτ.

In a test, every configuration of 4 electrons in 10 time bins on each of the two outgoing branches was enumerated. The determinant and the second-difference rule agreed with the explicit sums to rounding error.

**5. A formula without numerical derivatives**

Let R = K(1 − TK)⁻¹ = Σ_{n≥1} T^{n−1}Kⁿ on an interval [a,b]. The series converges even at T = 1, because the largest eigenvalue is below 1. Start from

ln Π = −Σ_{n≥1} (Tⁿ/n) Tr Kⁿ.

The trace is an n-fold integral over [a,b]. Differentiating with respect to b sets one of the n equivalent variables to b, which cancels 1/n:

∂_b ln Π = −Σ_n Tⁿ Kⁿ(b,b) = −T R(b,b).

Next move a. In the series for R(b,b), the derivative of each lower limit carries a minus sign and cuts the chain of kernels at a. Since T^{n−1} = T·T^{p−1}·T^{q−1} for p + q = n,

∂_a R(b,b) = −T R(b,a)R(a,b).

R(b,b) depends only on s = b − a, so d/ds = −∂_a here. Setting a = 0 and b = s,

(ln Π)' = −T R(s,s), (ln Π)'' = −T² R(0,s)²,

with primes now denoting d/ds. Using Π'' = Π{(ln Π)'' + [(ln Π)']²} and d/dτ = (eV/h)d/ds,

W(τ) = γ Π [R(s,s)² − R(0,s)²], G(τ) = Π R(s,s).

Finite differences of the determinant confirm both formulas at T = 0.1, 0.5 and 1.

The short-time behaviour follows from the factor R(s,s) − R(0,s). Write k_y for the function k(x−y) of x on [0,s]. Reflection symmetry gives R(0,0) = R(s,s), and R = K + TK(1−TK)⁻¹K gives

R(s,s) − R(0,s) = 1 − k(s) + (T/2)⟨k_s−k₀, (1−TK)⁻¹(k_s−k₀)⟩.

On [0,s] the difference k_s − k₀ is of order s², so the last term is of order s⁵. The first part is 1 − k(s) = π²s²/6 + O(s⁴). The other factor R(s,s) + R(0,s) tends to 2, and Π tends to 1. Therefore

W ≈ γπ²s²/3 for s ≪ 1.

At every nonzero T, two counts repel on the time scale h/(eV).

**6. Perfect transmission: unitary-ensemble spacings**

For a random unitary N×N matrix U = VΛV†, a small rotation of the eigenvectors changes the off-diagonal element jk by a complex number times e^{iθ_k} − e^{iθ_j}. The real and imaginary parts each contribute one factor of its modulus to the volume element. The joint density of the eigenphases is therefore proportional to

∏_{j<k} |e^{iθ_j} − e^{iθ_k}|² = |det[e^{inθ_k}]|², n = 0,…,N−1.

The second form uses the Vandermonde determinant. With θ = 2πt/Θ it is the squared Slater determinant of section 2 at T = 1. Arrival times and eigenphases thus have the same joint density at each N. Both mean spacings are one unit of s, and the bin argument of section 4 applies to levels as it does to counts. After N → ∞, the density p(s) of nearest-neighbour level spacings is

p(s) = d²/ds² det(1 − K) = (h/eV) W at T = 1.

Hermitian matrices with weight exp(−Tr H²), the Gaussian unitary ensemble, have the same limit at the centre of their spectrum. The joint density of their eigenvalues is the squared Slater determinant of oscillator functions φ_n(x), which obey xφ_n = c_{n+1}φ_{n+1} + c_nφ_{n−1}, with c_n = √(n/2). Multiplying Σφ_n(x)φ_n(y) by x − y and using this relation makes the sum telescope:

Σ_{n<N} φ_n(x)φ_n(y) = c_N [φ_N(x)φ_{N−1}(y) − φ_{N−1}(x)φ_N(y)]/(x−y).

Near x = 0 and for n close to a large N, the semiclassical form is φ_n ≈ √(2/π)(2N)^(−1/4) cos(√(2N)x − nπ/2). The prefactors combine to 1/π and the cosines to a sine:

Σ_{n<N} φ_n(x)φ_n(y) → sin[√(2N)(x−y)]/[π(x−y)].

Measured in mean spacings π/√(2N), this is K. The gap probability at s = 1 differs from the limit by 1.3×10⁻³ for N = 50 and 3.2×10⁻⁴ for N = 200.

The Wigner surmise comes from the 2×2 Gaussian ensemble. There the level distance is twice the length of a three-component vector with equal Gaussian weights, so its density is Cs²exp(−αs²). Unit norm requires C√π/(4α^{3/2}) = 1, and unit mean requires C/(2α²) = 1. Hence α = 4/π, C = 32/π², and

p₂(s) = (32/π²) s² exp(−4s²/π).

This approximates the large-N density. At s = 1 the determinant gives 0.903 and the surmise 0.908, while an exponential of the same mean gives 0.368. On the sampled range 0 ≤ s ≤ 4 the largest absolute difference between determinant and surmise is 0.005.

**7. Between the limits: random deletion**

Return to the perfectly transmitted beam and let P now project onto arrival in [0,τ]. The product of 1 − TP over all electrons equals (1−T)ⁿ when n of them are in the window. Its mean is det(1 − TA), by the calculation of section 2. Thus

Π_T(τ) = Σ_n (1−T)ⁿ P_n(τ),

where P_n is the probability of n arrivals at T = 1. This is the idle probability when each arrival is deleted independently with probability 1−T. The same argument holds for a union of windows, and the idle probabilities of all such unions fix the point process.

The next retained arrival is the mth one with probability T(1−T)^{m−1}. If p_m(s) is the density of the distance to the mth following arrival at T = 1, then

W = (eV/h) Σ_{m≥1} T(1−T)^{m−1} p_m(s).

At T = 1 the first term alone remains. At small T many terms contribute. To leading order in T, level repulsion then multiplies the density by 1 − k(s)², as section 8 shows. This is a dip at s of order 1 with a tail bounded by 1/(πs)², which falls to order T only when s is of order T^(−1/2), still far shorter than the mean wait 1/T. For sampled unitary matrices of size 40, the largest difference in probability from G(τ), over the distances tested, is 0.0015 without deletion and 0.0041 when each eigenphase is deleted with probability one half.

**8. Low transmission: the exponential and its dip**

Measure time in mean waiting times, u = Ts = γτ. For each eigenvalue, 1 − Tλ ≤ e^{−Tλ}. Also (1−T)^λ is convex in λ and meets the straight line 1 − Tλ at λ = 0 and 1, so it lies below that line between them. Multiplying over eigenvalues and using Σλ_j = s gives

(1−T)^s ≤ Π ≤ e^{−Ts}.

Put c = −ln(1−T)/T, so that the lower bound is e^{−cu}. Then

0 ≤ e^{−u} − Π ≤ e^{−u}[1 − e^{−(c−1)u}] ≤ (c−1)ue^{−u} ≤ (c−1)/e.

For small T, c − 1 ≈ T/2, so Π → e^{−u} uniformly in u.

For the waiting times we also need R. Its correction to K is

R(x,y) − K(x,y) = T⟨k_x, (1−TK)⁻¹k_y⟩.

The inverse has norm at most 1/(1−T), and the squared norm of k_x is at most ∫k² over the whole line, which is 1. The correction is thus at most ε = T/(1−T) in size. Since G = ΠR(s,s) and K(s,s) = 1,

|G − e^{−u}| ≤ ε + (c−1)/e.

The waiting-time distribution therefore becomes exponential as T → 0. For the density, replacing R by K changes R(s,s)² − R(0,s)² by at most 4ε + 2ε², and replacing Π by e^{−u} costs at most (c−1)/e. Hence, uniformly in time,

W/γ = e^{−γτ}[1 − k(s)²] + O(T).

The O(T) term is an absolute error. Far in the tail, where e^{−γτ} is itself small, the relative error need not be small: at T = 0.2 and u = 10, W is only 0.40 of γe^{−u}. The bracket vanishes at s = 0. In units of the mean waiting time the dip has a width of order T, so it disappears from the distribution function but not from the density at τ = 0.

The largest sampled distance of G from the exponential is 0.078 at T = 0.2, 0.022 at T = 0.05 and 0.009 at T = 0.02. The corresponding bounds are 0.293, 0.062 and 0.024. At T = 1 the distance is 0.28.

**9. Numbers for a 20 µV bias**

Take the round value V = 20 µV. The attempt rate is eV/h = 4.836 GHz, and its inverse is 0.2068 ns. The zero-temperature results require a temperature ϑ well below eV/k_B = 0.23 K. At small T the condition is stricter. Electrons of the right reservoir that are thermally excited above energy 0 can be reflected into the outgoing lead and pass the filter. They add counts at the rate (1−T)k_Bϑ ln 2/h, which must be small compared with TeV/h. At T = 0.05 the two rates are equal at about 18 mK, so ϑ must be well below that. The size of the effect can be estimated from the same determinant, with the occupation T f_L(E) + (1−T) f_R(E) above the filter edge, where f_L and f_R are the Fermi functions of the reservoirs. At T = 0.05, even 2 mK raises the count rate by 11% and W at 0.05 ns from 0.043 to 0.055 ns⁻¹. At T = 1, 25 mK raises W at 0.05 ns from 0.86 to 1.03 ns⁻¹. The numbers below are zero-temperature values. The mean waiting time is 0.2068 ns/T, that is 0.207 ns at T = 1, 0.414 ns at T = 0.5 and 4.14 ns at T = 0.05.

For τ = 0.2 ns, s = 4.836 × 0.2 = 0.967. The results are:

T = 0.05: Π = 0.952, W = 0.241 ns⁻¹
T = 0.5: Π = 0.555, W = 2.32 ns⁻¹
T = 1: Π = 0.186, W = 4.44 ns⁻¹

An uncorrelated stream at the T = 1 rate would have Π = e^{−0.967} = 0.380, about twice the true value. At T = 0.05 the uncorrelated value e^{−0.0484} = 0.953 is close.

The dip is clear in the calculated density at τ = 0.05 ns, where s = 0.242. A real detector would need a time resolution well below 0.2 ns to show it. For T = 0.05 the rate is γ = 0.05 × 4.836 = 0.242 ns⁻¹, but W = 0.0431 ns⁻¹, so W/γ = 0.178. The dip-corrected exponential gives 0.988 × (1 − 0.822) = 0.176. A plain exponential would give 0.988.

**10. Waiting times and noise**

The squared coefficient of variation of the waiting time is ⟨τ²⟩/⟨τ⟩² − 1 = 2T∫₀^∞Π ds − 1. It is 0.904 at T = 0.1, 0.558 at T = 0.5, 0.252 at T = 0.9 and 0.180 at T = 1. An exponential has 1.

Compare this with the number n of counts in a long window. Replacing Q by 1 − zP in section 2 gives the mean of (1−z)ⁿ as ∏_j(1 − zTλ_j). This is the generating function of independent yes-or-no events with probabilities Tλ_j. Hence

⟨n⟩ = Ts, var n = Σ_j Tλ_j(1−Tλ_j) = Ts − T² Tr K².

Here Tr K² = 2∫₀^s (s−x)k(x)²dx, and Tr K²/s tends to 1. The Fano factor var n/⟨n⟩ therefore tends to 1 − T. At s = 50 it is 0.507 for T = 0.5 and 0.015 for T = 1.

If successive waits were independent, m of them would have a total spread √m σ, where σ is the standard deviation of one wait. The count would spread by √m σ/⟨τ⟩, and the Fano factor would tend to σ²/⟨τ⟩². At T = 1 that would be 0.180, while the true limit is 0. Successive waits are therefore correlated, with a negative sum of covariances: long waits are compensated by short ones. The waiting-time density alone does not determine the long-time noise.

**11. Where the result changes**

If the transmission depends on energy, each orbital carries its own amplitude. Their phases cancel in BB†, and TK is replaced by the kernel (1/h)∫₀^{eV}T(E)exp[−iE(t−t')/ħ]dE. Unless T(E) is constant, this is not a multiple of K. The counts are then not a random deletion of the perfectly transmitted beam of section 7, and Π depends on the shape of T(E) across the bias window as well as on s.

If the detector does not distinguish two independent spin channels of equal T, the idle probability is Π² and the rate is 2γ. The waiting-time density becomes

W₂ = (1/2γ) d²(Π²)/dτ² = (1/γ)[ΠΠ'' + (Π')²],

with primes denoting d/dτ. At τ = 0 it equals γ, because Π''(0) = 0 and Π'(0) = −γ. Electrons of opposite spin do not repel in this model, so even at T = 1 the combined stream does not have unitary-ensemble spacings.

Thermal smearing of the window and interactions between electrons are outside this derivation. The numerical output below lists the remaining values.

Calculated quantities

```
Bias voltage V = 20.0 uV
Attempt rate eV/h = 4.8360 GHz
Attempt time h/(eV) = 0.20678 ns
Temperature scale eV/k_B = 0.2321 K
T=0.05: mean waiting time = 4.1357 ns
T=0.50: mean waiting time = 0.4136 ns
T=1.00: mean waiting time = 0.2068 ns
Idle probability Pi (no unit) and density W (1/ns):
 tau=0.05 ns, s=0.2418 | T=0.05: 0.98791, 0.04307 | T=0.50: 0.87933, 0.43074 | T=1.00: 0.75911, 0.86144
 tau=0.10 ns, s=0.4836 | T=0.05: 0.97585, 0.13730 | T=0.50: 0.76153, 1.37175 | T=1.00: 0.52970, 2.74061
 tau=0.20 ns, s=0.9672 | T=0.05: 0.95203, 0.24054 | T=0.50: 0.55488, 2.31669 | T=1.00: 0.18600, 4.43644
 tau=0.40 ns, s=1.9344 | T=0.05: 0.90603, 0.22957 | T=0.50: 0.28875, 1.27414 | T=1.00: 0.00485, 0.50863
Spacing density at T=1 (no unit): s, exact, surmise, exponential
 0.25  0.18942  0.18714  0.77880
 0.50  0.59323  0.58959  0.60653
 1.00  0.90290  0.90759  0.36788
 1.50  0.41460  0.41579  0.22313
 2.00  0.08130  0.07963  0.13534
Largest |exact - surmise| density = 0.00516 (no unit)
Low T (no unit): T, survival distance from exp, its bound,
                 density error of dip-corrected exponential
 0.20  0.07845  0.29257  0.16453
 0.05  0.02162  0.06215  0.04524
 0.02  0.00900  0.02414  0.01845
Survival distance from exp at T=1 = 0.2804 (no unit)
Coefficient of variation squared, and its root (no unit):
 T=0.1: 0.90368, 0.9506
 T=0.5: 0.55772, 0.7468
 T=0.9: 0.25174, 0.5017
 T=1.0: 0.17999, 0.4243
Random-matrix spacing variance, T=1 = 0.1809 (no unit)
Random matrices: size 40, samples 1500
 keep probability 1.0: largest survival difference = 0.0015 (no unit)
 keep probability 0.5: largest survival difference = 0.0041 (no unit)
Fano factor, window s=50, T=0.5: 0.5074 (no unit)
Fano factor, window s=50, T=1.0: 0.0148 (no unit)
Filtered idle probability, s=1, T=0.05 = 0.95043 (no unit)
 unfiltered, sea depth 1 eV-windows: 1.585e-01 (no unit)
 unfiltered, sea depth 2 eV-windows: 3.201e-03 (no unit)
 unfiltered, sea depth 3 eV-windows: 5.964e-06 (no unit)
Enumeration: 4 electrons, 10 bins, T=0.6, 4845 configurations
 largest enumeration error = 8.9e-16 (no unit)
Gaussian-ensemble gap error, N=50, 200: 1.26e-03, 3.15e-04 (no unit)
```
